\section*{Kink-limited threading velocity: from length-proportional to length-independent glide}

Let a straight threading segment of length $L$ cross a strained film on its glide plane, with $x$ measured along it from $0$ to $L$. The segment lies in a valley of the lattice potential, and the next valley is a distance $a$ ahead. It advances by nucleating pairs of kinks. Between the two kinks of a pair the line already lies in the next valley; as they run apart, this part grows. A kink moving towards larger $x$ is called a plus kink, one moving towards smaller $x$ a minus kink. Both have speed $w$. Pairs nucleate at random, independently of each other, at rate $J$ per unit length and time. A plus and a minus kink that meet annihilate. The ends absorb kinks and, until stated otherwise, emit none. The stress that drives the kinks, called the excess stress because the cost of laying misfit dislocation has been subtracted, is uniform and held fixed when $L$ changes, so $J$ and $w$ do not depend on $L$. The velocity $v$ is the mean steady velocity normal to the segment. It is convenient to define
\begin{equation}
\rho=\sqrt{\frac{J}{2w}},\qquad y=4\rho L,\qquad v_\infty=a\sqrt{2Jw}=2a\rho w .
\label{defs}
\end{equation}
The result to be derived is
\begin{equation}
v=v_\infty\,\frac{I_2(y)}{I_1(y)},
\label{main}
\end{equation}
where $I_n$ are modified Bessel functions. It gives $v\to aJL$ for short segments and $v\to v_\infty$ for long ones.

Every kink that passes a point moves the line there forward by $a$. If $r(x)$ and $l(x)$ are the mean densities of plus and minus kinks, then $v=aw(r+l)$. Let $R(x)$ be the mean annihilation rate per unit length. In the steady state the kink balances are
\begin{equation}
w\,r'=J-R,\qquad -w\,l'=J-R .
\label{balance}
\end{equation}
Subtracting them gives $(r+l)'=0$, so all points of the segment advance at the same mean rate. At $x=0$ no plus kinks are present, and $v$ is $a$ times the rate at which minus kinks leave there. Each pair supplies one minus kink, which either leaves or annihilates. Hence
\begin{equation}
v=a\Big(JL-\int_0^L R\,dx\Big)=aJL\,P_{\rm end},
\label{pend}
\end{equation}
where $P_{\rm end}$ is the fraction of kinks that reach an end. This is the origin of the two regimes. If nearly all kinks reach the ends, each nucleation moves the whole segment by $a$, and a longer segment has proportionally more nucleation sites. If most kinks annihilate, the extra sites are offset by a smaller $P_{\rm end}$.

The first loss in a short segment follows from two nuclei, at $x_1<x_2$ and times $t_1,t_2$. The plus kink of the first meets the minus kink of the second if $|t_1-t_2|<(x_2-x_1)/w$. With a longer delay, the later nucleus lies in a part already swept by the earlier pair, and the kinks never meet. The meeting point is between $x_1$ and $x_2$, so no end intervenes. The allowed time window has width $2(x_2-x_1)/w$, and to lowest order in $J$
\begin{equation}
\int_0^L R\,dx=J^2\int_0^L\!dx_2\int_0^{x_2}\!dx_1\,\frac{2(x_2-x_1)}{w}
=\frac{J^2}{w}\int_0^L x_2^2\,dx_2=\frac{J^2L^3}{3w}.
\label{first}
\end{equation}
Thus $v=aJL(1-JL^2/3w+\dots)$.

A simple closure for all lengths replaces the density of approaching pairs by a product, $R=2wrl$, where $2w$ is the relative speed. Put the origin at the middle of the segment for this calculation, and write $r=c/2+u$, $l=c/2-u$ with constant $c$. Equation \eqref{balance} becomes
\begin{equation}
u'=\frac Jw-2\Big(\frac{c^2}{4}-u^2\Big)=q^2+2u^2,\qquad q^2=\frac Jw-\frac{c^2}{2},
\end{equation}
with the odd solution $u=(q/\sqrt2)\tan(\sqrt2\,qx)$. Let $\theta=qL/\sqrt2$. The condition $l(L/2)=0$ gives $c=(2\theta/L)\tan\theta$. The definition of $q$ then gives $J/w=2\theta^2/(L^2\cos^2\theta)$. Since $J/w=2\rho^2$,
\begin{equation}
\frac{\theta}{\cos\theta}=\rho L=\frac y4,\qquad
\frac{v}{v_\infty}=\frac{c}{2\rho}=\frac{\theta\tan\theta}{\rho L}=\sin\theta .
\label{closure}
\end{equation}
Both limiting velocities are correct, but the closure neglects correlations between kinks. These can be kept in full.

Let $P(x_1\sigma_1,\dots,x_n\sigma_n)$ be the steady probability density of finding exactly $n$ kinks, at $x_1<\dots<x_n$, with signs $\sigma_i=\pm1$. Its balance is
\begin{align}
0={}&-w\sum_i\sigma_i\frac{\partial P}{\partial x_i}-JLP
+2w\int_0^L\!dz\,P(\dots,z+,z-,\dots)\nonumber\\
&+wP(\dots,L+)+wP(0-,\dots).
\label{master}
\end{align}
The terms describe drift, loss by nucleation, gain when an additional pair annihilates at $z$, and gain when an additional kink leaves at either end. Newborn kinks enter through a boundary condition: a minus kink immediately to the left of a plus kink separates from it at speed $2w$, so
\begin{equation}
2wP(\dots,z-,z+,\dots)=JP(\dots).
\label{birth}
\end{equation}
No kink enters from outside, so $P(0+,\dots)=0$ and $P(\dots,L-)=0$.

To solve these equations, take auxiliary states $|0\rangle,|1\rangle,|2\rangle,\dots$ and operators $A^\dagger|m\rangle=|m+1\rangle$, $A|m\rangle=|m-1\rangle$, $A|0\rangle=0$. They are a device for counting and have no quantum meaning here. They obey $AA^\dagger=1$ and $A^\dagger A=1-Q$, with $Q=|0\rangle\langle0|$. Define $D=\rho A^\dagger$, $E=\rho A$, $C=D+E$, and try
\begin{equation}
P=\frac1Z\langle0|e^{Cx_1}X_1e^{C(x_2-x_1)}X_2\cdots X_ne^{C(L-x_n)}|0\rangle ,
\label{ansatz}
\end{equation}
where $X_i=D$ for a plus kink and $X_i=E$ for a minus kink. All matrix elements are non-negative, so $P\ge0$. The boundary conditions hold: $ED=\rho^2=J/2w$ is \eqref{birth}, while $\langle0|D=0$ and $E|0\rangle=0$ exclude incoming kinks.

For \eqref{master} the needed commutator is $[E,D]=\rho^2(AA^\dagger-A^\dagger A)=\rho^2Q$. Differentiating \eqref{ansatz} with respect to $x_i$ replaces $X_i$ by $[C,X_i]$, which is $\rho^2Q$ for $D$ and $-\rho^2Q$ for $E$. With the factor $\sigma_i$ the two signs agree, and the drift term is
\begin{equation}
-w\rho^2\sum_i(X_i\to Q).
\label{drift}
\end{equation}
An annihilating pair inserts $DE=\rho^2(1-Q)$. Because $2w\rho^2=J$, the unit part cancels the nucleation loss $-JLP$, leaving
\begin{equation}
-2w\rho^2\int_0^L dz\,(Q\text{ inserted at }z).
\label{gap}
\end{equation}
The exit terms insert $wD$ at the right end and $wE$ at the left end. Let $G=w(D-E)$. Since $G|0\rangle=wD|0\rangle$ and $\langle0|G=-w\langle0|E$, the exit terms equal $G$ inserted at $L$ minus $G$ inserted at $0$. This difference can be accumulated by moving $G$ along the segment. In a gap its derivative is $[C,G]$; on passing kink $i$ it jumps by $[X_i,G]$. The commutators are
\begin{align}
[C,G]&=w[D+E,D-E]=2w[E,D]=2w\rho^2Q,\\
[D,G]&=-w[D,E]=w\rho^2Q,\qquad [E,G]=w[E,D]=w\rho^2Q .
\end{align}
The gaps therefore cancel \eqref{gap} and the jumps cancel \eqref{drift}, so \eqref{ansatz} is a steady state. It is the only one, because from any state the segment empties if no pair nucleates for a time $L/w$, which has a finite probability.

The constant $Z$ is the sum over all numbers, signs and positions of kinks. That sum is the expansion of an exponential in which $D+E$ is added to $C$:
\begin{equation}
Z=\langle0|e^{L(C+D+E)}|0\rangle=\langle0|e^{2\rho L(A+A^\dagger)}|0\rangle .
\end{equation}
The element $\langle0|(A+A^\dagger)^{2k}|0\rangle$ counts walks of $2k$ unit steps that start and end at $0$ without going below it; odd powers vanish. There are $\binom{2k}{k}$ returning walks. Reflecting the part after the first visit to $-1$ maps the forbidden ones onto all walks ending at $-2$, of which there are $\binom{2k}{k+1}$. The difference is $(2k)!/[k!(k+1)!]$, hence
\begin{equation}
Z=\sum_{k=0}^\infty\frac{(2\rho L)^{2k}}{k!\,(k+1)!}=\frac{2I_1(y)}{y}.
\end{equation}
Fixing one kink of either sign at $x$ and summing over the rest gives
\begin{equation}
r+l=\frac{\langle0|e^{2Cx}Ce^{2C(L-x)}|0\rangle}{Z}=\frac12\frac{d\ln Z}{dL}
=2\rho\,\frac{d}{dy}\ln\frac{I_1(y)}{y}=2\rho\,\frac{I_2(y)}{I_1(y)},
\end{equation}
where $dy/dL=4\rho$ and $(I_1/y)'=I_2/y$ were used. Multiplication by $aw$ yields \eqref{main}. With \eqref{pend}, $P_{\rm end}=(4/y)I_2(y)/I_1(y)$.

For small $y$, $I_2/I_1=(y/4)(1-y^2/24+\dots)$. As $2a\rho w\cdot\rho L=aJL$ and $y^2/24=JL^2/3w$, this reproduces the two-nucleus result. For large $y$, $I_n\simeq e^y(2\pi y)^{-1/2}[1-(4n^2-1)/8y]$, so
\begin{equation}
v\simeq v_\infty\Big(1-\frac{3}{2y}\Big)=v_\infty\Big(1-\frac{3}{8\rho L}\Big).
\end{equation}
The plateau is approached slowly, as $1/L$; the closure \eqref{closure} would give the faster approach $1-\pi^2/(8\rho^2L^2)$. The two asymptotes $aJL$ and $v_\infty$ cross at $L^*=1/\rho=\sqrt{2w/J}$, where $y=4$ and 66\% of the kinks still reach the ends. Half of them annihilate at $L=1.54L^*$; beyond this length annihilation is the usual fate.

The law was tested by placing 400,000 random nuclei in space and time for each $y$. A nucleus starts one layer above the highest earlier nucleus whose kinks have already passed its position, so the number of completed layers is the longest chain of such nuclei. The resulting $v/v_\infty$ are:
\begin{center}
\begin{tabular}{cccc}
$y$ & simulated & Eq.~\eqref{main} & closure\\
1 & 0.240 & 0.240 & 0.240\\
4 & 0.658 & 0.658 & 0.674\\
12 & 0.879 & 0.878 & 0.921\\
40 & 0.963 & 0.963 & 0.990
\end{tabular}
\end{center}
At $y=12$ the closure is about 5\% above the simulated value.

The condition that the ends emit no kinks is essential. Suppose each end emits kinks at rate $\kappa$. In a short segment each emitted kink sweeps the full length, so $v\simeq a(JL+2\kappa)$, and proportionality to $L$ requires $2\kappa\ll JL$. For the special rate $\kappa=w\rho$, independent kinks with density $\rho$ of each sign are a steady state. Indeed, with $P\propto\rho^n$ the drift term vanishes, annihilation gain $2w\rho^2L$ balances nucleation loss $JL$, and exits $2w\rho$ balance emission $2\kappa$. Then $v=v_\infty$ at every length, and the length-proportional regime is absent. A simulation at $y=2$ with this emission rate gave $v/v_\infty=1.006$.

The rates $J$ and $w$ can be related to kink energies. Let $b$ be both the Burgers vector length and the repeat distance along the line, $\tau$ the excess shear stress, $F_k$ the energy of one kink, $W_m$ its migration energy and $\nu_0$ an attempt frequency. Separating a pair by $ds$ advances an area $a\,ds$, so the driving force is $f=\tau ba$. For hopping that is linear in the force,
\begin{equation}
D_k=\nu_0b^2e^{-W_m/kT},\qquad w=\frac{D_kf}{kT},\qquad n_0=\frac{e^{-F_k/kT}}{b},
\end{equation}
where $n_0$ is the equilibrium density of each kink sign without stress. At separation $s$ the pair energy, relative to two isolated kinks, is $U=-C_{\rm el}/s-fs$, the first term being elastic attraction. The separation diffuses with constant $2D_k$. If $g(s)$ is the density of pairs per unit length and separation, its steady flux is
\begin{equation}
J=-2D_ke^{-U/kT}\frac{d}{ds}\big(g\,e^{U/kT}\big).
\end{equation}
Close pairs are in equilibrium, $g\,e^{U/kT}=n_0^2$, and this product falls to zero at large $s$. Multiplying by $e^{U/kT}$ and integrating gives $J\int_0^\infty e^{U/kT}ds=2D_kn_0^2$. With $s=\sqrt{C_{\rm el}/f}\,e^t$ and $\zeta=2\sqrt{C_{\rm el}f}/kT$, the exponent is $-\zeta\cosh t$. The odd part of $e^t$ drops out, and
\begin{equation}
J=\frac{2D_kn_0^2}{2\sqrt{C_{\rm el}/f}\,K_1(\zeta)},
\end{equation}
where $K_1$ is the modified Bessel function of the second kind. For large $\zeta$, $K_1\propto\zeta^{-1/2}e^{-\zeta}$. Apart from terms of order $kT$, the activation energies at fixed stress are therefore $2F_k+W_m-2\sqrt{C_{\rm el}f}$ for short segments, where $v\propto J$, and $F_k+W_m-\sqrt{C_{\rm el}f}$ for long ones, where $v\propto\sqrt{Jw}$.

As an example take a silicon-like film at 823 K ($kT=0.0709$ eV) with $\tau=100$ MPa, $b=0.384$ nm and $a=0.333$ nm. The round, rough kink parameters are $F_k=0.70$ eV, $W_m=1.20$ eV, $\nu_0=10^{13}$ s$^{-1}$ and $C_{\rm el}=0.40$ eV nm. Then $f=0.0797$ eV/nm and $D_k=6.61\times10^4$ nm$^2$/s, so
\begin{equation}
w=\frac{6.61\times10^4\times0.0797}{0.0709}\ {\rm nm/s}=7.43\times10^4\ {\rm nm/s}.
\end{equation}
The nucleation formula gives $J=0.1375$ nm$^{-1}$s$^{-1}$. Hence $\rho=\sqrt{0.1375/(2\times7.43\times10^4)}=9.62\times10^{-4}$ nm$^{-1}$, $L^*=1040$ nm (1.04 $\mu$m), and $v_\infty=2a\rho w=47.5$ nm/s. A $\langle110\rangle$ thread in a (001) film of thickness $h$ is inclined at $45^\circ$ to the surface, so $L=\sqrt2\,h$ and the crossover thickness is 735 nm. At fixed excess stress:
\begin{center}
\begin{tabular}{cccc}
$h$ (nm) & $aJL$ (nm/s) & $v$ (nm/s) & $P_{\rm end}$\\
100 & 6.47 & 6.39 & 0.99\\
200 & 12.9 & 12.3 & 0.95\\
1000 & 64.7 & 35.2 & 0.54\\
5000 & 323 & 44.9 & 0.14
\end{tabular}
\end{center}
The thread meets its misfit line at $60^\circ$, so at $h=100$ nm its trace moves along the interface at $6.39/\sin60^\circ=7.38$ nm/s. The activation energy is 2.20 eV for short and 1.67 eV for long segments.

Temperature, stress and thickness here are of the order met in annealed silicon--germanium films, but the speeds are not predictions for a sample. Glide in bulk silicon has an activation energy of very roughly 2.2 eV, well above the model's 1.67 eV for long segments, so the chosen kink energies are not calibrated. Changing $F_k$ to 0.60 or 0.80 eV moves $L^*$ to 254 or 4260 nm, and $v$ at 100 nm to 91 or 0.39 nm/s. The value $C_{\rm el}=0.40$ eV nm is close to the isotropic elastic value for a screw thread with the elastic constants given below; for a $60^\circ$ thread it is about 0.24 eV nm, which moves $L^*$ to about 1730 nm and $v$ at 100 nm to 2.3 nm/s. Real films also break the condition of fixed excess stress. Laying misfit line costs roughly $\mu b^2\ln(h/b)/[4\pi(1-\nu)]$ per length; with shear modulus $\mu=64$ GPa and Poisson ratio $\nu=0.22$, spread over the glide-plane width $\sqrt{3/2}\,h$, this takes up 114 MPa at 100 nm but 64 MPa at 200 nm. If this back stress is treated as uniform, the excess stress at fixed misfit rises from 100 to 150 MPa, and doubling $h$ multiplies $v$ by about 7.6 instead of 1.93. In a real film the back stress is concentrated near the interface and falls off roughly inversely with distance from the misfit line. The upper part of the thread then feels more than the average excess stress, and the stress there changes less with $h$. Because $J$ depends strongly on stress, this matters: a rough estimate with a back stress inversely proportional to the distance and of the same average gives about 40 nm/s instead of 6.39 nm/s at 100 nm, and a factor of about 3 on doubling $h$. The factor 7.6 illustrates the sensitivity and is not a prediction. A measured dependence on thickness can be compared with the kink law only after both the change of stress with $h$ and its variation along the thread have been allowed for.

End emission can also matter. If each end emitted at $wn_0$, the two together would supply 1.03 times the $JL$ of the 100 nm film and about double its speed. An additional end barrier of 0.165 eV would hold this contribution to 10\%; attraction of kinks to a free surface, left out here, raises the emission. A rough image energy $-C_{\rm el}/4s$ at distance $s$ from the end multiplies it by about 5.5, so that one such end alone would supply about 2.8 times $JL$, raise $v$ at 100 nm to about 24 nm/s, and need a barrier of about 0.24 eV to be held to 10\%. The thin-film entries of the table therefore assume ends that suppress emission strongly. The following neglected effects were estimated and are small for these numbers. Drift exceeds diffusion beyond $kT/f=0.89$ nm, and the critical pair separation is 2.2 nm, both far below $L^*$. Kink attraction at distance $L^*$ is 0.005 $kT$, and nonlinear hopping raises $w$ by 0.8\%. Dissociation into partials and obstacles to kink motion are not included or sized. Values at further thicknesses are in the numerical output.

\section*{Computed values}
\begin{verbatim}
y=   1: v/v_inf simulated 0.2402, exact 0.2402, closure 0.2403
y=   4: v/v_inf simulated 0.6583, exact 0.6580, closure 0.6736
y=  12: v/v_inf simulated 0.8792, exact 0.8778, closure 0.9208
y=  40: v/v_inf simulated 0.9634, exact 0.9627, closure 0.9898
Master equation, largest relative residual: 1.2e-08
Emitting ends at y=2, simulated v/v_inf: 1.006
Half of kinks annihilate at y = 6.143, L/L* = 1.536
Fraction reaching ends at L = L*: 0.658
Temperature: 823 K; kT = 0.0709 eV
Excess shear stress: 100 MPa
Line repeat b = 0.384 nm; valley distance a = 0.3326 nm
Kink energy 0.70 eV; migration energy 1.20 eV
Attempt frequency: 1.0e+13 1/s
Attraction constant C_el: 0.40 eV nm
Its elastic scale mu b^2 a^2/(8 pi): 0.259 eV nm
Force on a kink f: 0.0797 eV/nm
Kink diffusion constant: 6.611e+04 nm^2/s
Kink speed w: 7.430e+04 nm/s
Equilibrium kink density n0: 1.346e-04 1/nm
Nucleation rate J: 1.3752e-01 1/(nm s)
J from diffusion grid: 1.3752e-01 1/(nm s)
rho: 9.620e-04 1/nm; crossover length L*: 1039.5 nm
Film thickness at L*: 735.0 nm
Long-segment velocity: 47.539 nm/s
h=   50 nm: L=   70.7 nm, y= 0.272, v=  3.224 nm/s, aJL=   3.234 nm/s, reach=0.997
h=  100 nm: L=  141.4 nm, y= 0.544, v=  6.389 nm/s, aJL=   6.468 nm/s, reach=0.988
h=  200 nm: L=  282.8 nm, y= 1.088, v= 12.341 nm/s, aJL=  12.935 nm/s, reach=0.954
h=  500 nm: L=  707.1 nm, y= 2.721, v= 25.460 nm/s, aJL=  32.338 nm/s, reach=0.787
h= 1000 nm: L= 1414.2 nm, y= 5.442, v= 35.191 nm/s, aJL=  64.676 nm/s, reach=0.544
h= 2000 nm: L= 2828.4 nm, y=10.884, v= 41.153 nm/s, aJL= 129.352 nm/s, reach=0.318
h= 5000 nm: L= 7071.1 nm, y=27.210, v= 44.943 nm/s, aJL= 323.381 nm/s, reach=0.139
Speed along interface, h=100 nm: 7.378 nm/s
Activation energy, short segments: 2.203 eV
Activation energy, long segments: 1.666 eV
Barrier lowering 2 sqrt(C_el f): 0.357 eV
End emission at w n0 per end, over J L (h=100 nm): 1.029
Extra end barrier to hold it to 10 percent: 0.165 eV
Misfit-line stress: 113.9 MPa (100 nm), 64.0 MPa (200 nm)
Excess stress at 200 nm for the same misfit: 149.8 MPa
v(200)/v(100), fixed excess stress: 1.931
v(200)/v(100), fixed misfit: 7.582
Drift beats diffusion beyond kT/f = 0.890 nm
Critical pair separation: 2.240 nm
Kink attraction at distance L*, over kT: 5.43e-03
Nonlinear hopping raises w by: 0.78 percent
Kink energy 0.60 eV: L* = 253.8 nm, v(h=100 nm) = 91.293 nm/s
Kink energy 0.80 eV: L* = 4257.8 nm, v(h=100 nm) = 0.385 nm/s
\end{verbatim}
